\section*{Fermion doubling in the discretized radial Dirac equation and its staggered cure}

\section{Result}

Put both radial components of a Dirac orbital on the same grid sites and replace the derivative by a symmetric difference. The resulting matrix for angular quantum number $\kappa$ then has the same spectrum as the matrix for $-\kappa$, at every step size. Its bound spectrum approximates the levels of both symmetries, so the levels of the other symmetry are spurious.

Put the components on alternate sites instead. With two-point differences and means, and step $h$ between neighbouring sites of one component, the Hamiltonian is symmetric and tridiagonal. The copies are absent from the resolved part of the bound spectrum if $h|\kappa|$ is well below 2 and if the end conditions suit the sign of $\kappa$. The two-point stencil used here is the simplest realization of the staggering; its energies converge as $h^2$.

\section{Equation and logarithmic variable}

Hartree atomic units are used, energies $E$ are counted from the rest energy, and $V(r)$ is a local central potential. With $\kappa=-1$ for $s_{1/2}$, $+1$ for $p_{1/2}$ and $-2$ for $p_{3/2}$, the large and small components $P,Q$ obey
\begin{align}
VP+c\left(-\frac{dQ}{dr}+\frac{\kappa}{r}Q\right)&=EP,\\
c\left(\frac{dP}{dr}+\frac{\kappa}{r}P\right)+(V-2c^2)Q&=EQ .
\end{align}
Set $r=e^x$, $p=\sqrt r\,P$, $q=\sqrt r\,Q$. Since $dr=r\,dx$, the norm is $\int(P^2+Q^2)dr=\int(p^2+q^2)dx$. Since $d/dr=r^{-1}d/dx$, multiplying both equations by $\sqrt r$ gives
\begin{equation}
\begin{pmatrix}V&B^{T}\\B&V-2c^2\end{pmatrix}
\begin{pmatrix}p\\q\end{pmatrix}=E\begin{pmatrix}p\\q\end{pmatrix},\qquad
B=c\,r^{-1/2}\left(\frac{d}{dx}+\kappa\right)r^{-1/2}.
\end{equation}
The transpose reverses the sign of $d/dx$ for functions vanishing at the ends. A discretization that keeps $B^T$ as the matrix transpose of $B$ is therefore symmetric and has real eigenvalues.

\section{Why common sites double the spectrum}

Let both components live at $x_i=x_0+ih$ and vanish just outside the grid. Define $(Df)_i=(f_{i+1}-f_{i-1})/(2h)$, so $D^T=-D$, and $R=\mathrm{diag}(r_i^{-1/2})$. Then $B_\kappa=cR(D+\kappa)R$. Let $G=\mathrm{diag}((-1)^i)$. Because $D$ connects only sites of opposite sign, $GDG=-D$, while $G$ commutes with $R$. Hence
\begin{equation}
-G B_\kappa G=-cR(-D+\kappa)R=cR(D-\kappa)R=B_{-\kappa}.
\end{equation}
With $S=G\oplus(-G)$, which is orthogonal and leaves the diagonal blocks unchanged,
\begin{equation}
S H_\kappa S=H_{-\kappa}.
\end{equation}
The equivalence holds for any local $V$ and any $h$, so refining the grid cannot remove it. A smooth eigenvector of $H_{-\kappa}$ becomes an eigenvector of $H_\kappa$ whose components change sign from site to site.

The mechanism is visible in the symbol. Freeze $r$ and apply $D+\kappa$ to $e^{i\theta j}$, with $j$ the site number:
\begin{equation}
|b(\theta)|^2=\kappa^2+\frac{\sin^2\theta}{h^2}.
\end{equation}
The fastest oscillation, $\theta=\pi$, costs no more kinetic energy than a constant, because the symmetric difference skips the site between its two arguments.

\section{Staggered sites}

Number the sites of both components together, $x_j=x_0+jh/2$ with $j=1,\dots,2N$, and let $P$ and $Q$ alternate. At a $Q$ site $j$ define
\begin{equation}
(\delta P)_j=\frac{P_{j+1}-P_{j-1}}{h},\qquad(\mu P)_j=\frac{P_{j+1}+P_{j-1}}{2}.
\end{equation}
The mean is needed because $\kappa P/r$ is wanted where $P$ is not stored. Inserting $P=r^{-1/2}p$,
\begin{equation}
(Bp)_j=\frac{c}{\sqrt{r_j}}\left[\left(\frac1h+\frac\kappa2\right)\frac{p_{j+1}}{\sqrt{r_{j+1}}}
+\left(-\frac1h+\frac\kappa2\right)\frac{p_{j-1}}{\sqrt{r_{j-1}}}\right].
\end{equation}
The coupling between sites $j$ and $j+1$ is thus
\begin{equation}
e_j=\frac{c\,(\sigma_j/h+\kappa/2)}{\sqrt{r_jr_{j+1}}},\qquad
\sigma_j=\begin{cases}-1,&j\text{ carries }P,\\+1,&j\text{ carries }Q.\end{cases}
\end{equation}
Read from a $P$ site, the same numbers give $-\delta Q+\kappa\mu Q$, as the first radial equation requires.

On a plane wave $\delta\to(2i/h)\sin(\theta/2)$ and $\mu\to\cos(\theta/2)$, so
\begin{equation}
|b(\theta)|^2=\frac4{h^2}\sin^2\frac\theta2+\kappa^2\cos^2\frac\theta2
=\kappa^2+\left(\frac4{h^2}-\kappa^2\right)\sin^2\frac\theta2 .
\end{equation}
This rises monotonically on $[0,\pi]$ when $h|\kappa|<2$, and the alternating vector now has the highest kinetic energy. On a periodic test grid with $h=0.1$ and $\kappa=-1$, the modulus $|b(\pi)|$ is 20 for staggered sites and 1 for common sites.

The same condition keeps every $e_j$ nonzero. A tridiagonal eigenvector is then fixed by its first component through the three-term recursion, so every eigenvalue is simple. At $h|\kappa|=2$ half of the couplings vanish and the symbol is flat; beyond it the alternating vector is the cheapest. The condition $h|\kappa|<2$ is a limit and not a working criterion, because near it alternating vectors cost little more than smooth ones and can enter the bound spectrum. A Coulomb field shows the scale. With $r$ frozen, the nonrelativistic energy $|b|^2/(2r^2)-Z/r$ has its minimum $-Z^2/(2|b|^2)$ at $r=|b|^2/Z$. For the alternating vector $|b|=2/h$, so the minimum is $-Z^2h^2/8$, the energy of a level with $n=2/h$. Wanted levels should therefore have $n$ well below $2/h$, which is 69 for $h=0.0290$; since $n\ge|\kappa|$, this also keeps $h|\kappa|$ well below 2.

\section{End conditions}

For $V=0$, adding $c^2$ to $H$ leaves diagonal blocks $\pm c^2$, and the eigenvalues are $E=-c^2\pm\sqrt{c^4+s^2}$, with $s$ the singular values of the $N\times N$ matrix $B$. There are $N$ states on each side of the gap. The danger is a nearly vanishing $s$ belonging to a vector pinned to an end of the grid.

The equation $BP=0$ has the continuum solution $P\propto r^{-\kappa}$, and $B^TQ=0$ has $Q\propto r^{\kappa}$. Each must be forced to zero at the end where it is largest:
\begin{itemize}
\item $\kappa<0$: the first site carries $P$ and the last $Q$. Then $Q=0$ at $r_{\min}$, one place before the first site, and $P=0$ at $r_{\max}$, one place after the last.
\item $\kappa>0$: the first site carries $Q$ and the last $P$. Then $P=0$ at $r_{\min}$ and $Q=0$ at $r_{\max}$.
\end{itemize}
If $P$ comes first for $\kappa=+1$, the vector $P\propto1/r$ is concentrated at the inner edge and violates the outer condition by a negligible amount. At $V=0$ it sits near $E=0$. To first order the potential moves it to the mean of $V$ with weight $P^2\propto r^{-2}$. For a point nucleus this is about $V(r_{\min})/2$, far below $-2c^2$; there the vector is not a single level but spreads over several negative-energy states around that value. The count agrees: with 400 sites per component, 400 states lie above mid-gap for the correct order and 399 for the wrong one. In an attractive potential with $V>-c^2$ everywhere, the same estimate puts the intruder in the upper half of the gap, where the bound states are sought.

\section{Algorithm and cost}

\begin{verbatim}
input: kappa, V, N, r_min, r_max, energy window
L = ln(r_max/r_min);  h = 2L/(2N+1);  keep h*|kappa| well below 2
for j = 1..2N:
    r[j] = r_min * exp(j*h/2)
    large[j] = (j odd) if kappa < 0 else (j even)
    d[j] = V(r[j]) - (0 if large[j] else 2c^2)
for j = 1..2N-1:
    sigma = -1 if large[j] else +1
    e[j] = c*(sigma/h + kappa/2)/sqrt(r[j]*r[j+1])
levels = eigenvalues of tridiagonal (d,e) in window
repeat with N doubled; extrapolate in h^2
\end{verbatim}

Storage of the matrix is $O(N)$. Bisection needs $O(N)$ operations per trial energy, so a few bound levels are cheap. A complete set of eigenvectors needs $O(N^2)$ storage, and a dense solver takes $O(N^3)$ operations. A unit-normalized eigenvector is converted to radial functions by $P=p/\sqrt{hr}$, and likewise for $Q$.

\section{Discretization error}

On $e^{sx}$ the staggered operator gives
\begin{equation}
\frac2h\sinh\frac{sh}2+\kappa\cosh\frac{sh}2=s+\kappa+h^2\left(\frac{s^3}{24}+\frac{\kappa s^2}8\right)+O(h^4).
\end{equation}
The energy is stationary about an eigenvector, so its leading error is the expectation value of the operator error. The two off-diagonal blocks contribute equally. With primes for $d/dx$,
\begin{equation}
\delta E=\frac{ch^2}{12}\int Q\,(P'''+3\kappa P'')\,dx .
\end{equation}
For $1s$ in $V=-Z/r$, take the nonrelativistic limit with $u=Zr$. Then $P=2\sqrt Z\,ue^{-u}$, and $Q\simeq(dP/dr-P/r)/(2c)=-(Z/2c)P$. Repeated use of $d/dx=u\,d/du$ gives
\begin{align}
P''&=(1-3u+u^2)P,\qquad P'''=(1-7u+6u^2-u^3)P,\\
\delta E&=-\frac{Z^2h^2}{6}\int_0^\infty u e^{-2u}(-2+2u+3u^2-u^3)\,du .
\end{align}
With $\int_0^\infty u^ne^{-2u}du=n!/2^{n+1}$ the integral is $-\frac12+\frac12+\frac98-\frac34=\frac38$, so
\begin{equation}
\delta E_{1s}\simeq-\frac{Z^2h^2}{16}.
\end{equation}
The error is negative: the discretized kinetic coupling is not variational.

For this state the coefficient holds without the nonrelativistic limit. The exact functions are $P\propto r^\gamma e^{-Zr}$ and $Q=tP$, with $\gamma=\sqrt{1-Z^2/c^2}$ and $t=-(1-\gamma)c/Z$. Partial integration gives $\int PP'''dx=0$ and $\int PP''dx=-\int P'^2dx$. With $P'=(\gamma-Zr)P$ and unit norm, $\int P'^2dx=Z/[2(1+t^2)]$. Since $t/(1+t^2)=-Z/(2c)$,
\begin{equation}
\delta E_{1s}=\frac{ch^2t}{4}\int P'^2dx=-\frac{Z^2h^2}{16}
\end{equation}
to order $h^2$.

\section{Hydrogenlike cadmium}

Take one electron and a point nucleus with $Z=48$, on a grid from $10^{-6}$ to 2 bohr. Nuclear size, recoil and radiative corrections are left out. The Dirac--Coulomb formula gives $E_{1s}=-1189.6846$ hartree ($-32373.0$ eV) and $-299.8145$ hartree for both $2s$ and $2p_{1/2}$.

With staggered sites and $N=500$, $h=0.028988$, the estimate above is $-48^2\times0.028988^2/16=-0.121$ hartree, and the computed $1s$ error is $-0.12099$ hartree. Doubling $N$ reduces it to $-0.03024$ hartree, an observed order of 2.002. Extrapolation uses
\begin{equation}
E\simeq\frac{E_2h_1^2-E_1h_2^2}{h_1^2-h_2^2},
\end{equation}
where the subscripts denote the coarse (1) and fine (2) grids. From $-1189.80563$ and $-1189.71488$ hartree, with $h_2=0.014501$, it gives $-1189.6846$ hartree. Below $n=3$ there are two levels for $\kappa=-1$ and one for $\kappa=+1$, as there should be.

With common sites, both signs of $\kappa$ give three levels, extrapolating to $-1189.685$, $-299.814$ and $-299.814$ hartree. The false $1s$ level at $\kappa=+1$ would be the lowest $p_{1/2}$ state.

\subsection{Two Coulomb coincidences}

Two features of the common-site numbers could hide the fault. The $1s$ energy shows no step error: it is $-1189.6846$ hartree with both 400 and 800 sites. The two $n=2$ levels also agree with each other, to the digits shown, on each grid, at $-299.9403$ and then $-299.8460$ hartree, although each has a step error.

Both follow from the lattice equations. Write $\zeta=Z/c$, $a=(E+2c^2)/c$ and $b=E/c$. With common sites and $V=-Z/r$,
\begin{equation}
D\begin{pmatrix}P\\Q\end{pmatrix}=(M_\kappa+rM_1)\begin{pmatrix}P\\Q\end{pmatrix},\quad
M_\kappa=\begin{pmatrix}-\kappa&\zeta\\-\zeta&\kappa\end{pmatrix},\quad
M_1=\begin{pmatrix}0&a\\-b&0\end{pmatrix}.
\end{equation}

For $1s$, $\kappa=-1$, try $Q=tP$ with constant $t$. The two rows demand the same $DP$ if
\begin{equation}
at^2=-b,\qquad \zeta\left(t+\frac1t\right)=2\kappa=-2 .
\end{equation}
Let $\gamma=\sqrt{1-\zeta^2}$. The root $t=-(1-\gamma)/\zeta$ gives $DP=(\gamma+atr)P$ with $at<0$, the lattice form of $r^\gamma e^{-\lambda r}$. The first condition reads $t^2=-E/(E+2c^2)$, so
\begin{equation}
E+c^2=c^2\frac{1-t^2}{1+t^2}=c^2\gamma .
\end{equation}
Neither $h$ nor the form of $D$ enters. The argument presumes that the recursion for $P$ has a solution decaying toward both ends; the computed energies support this to the digits quoted.

For the $n=2$ pair, define $T=Z-\kappa M_1$, which commutes with $M_1$. Direct multiplication, using $\zeta(a-b)=2Z$, gives $TM_\kappa=M_{-\kappa}T$. As $T$ is the same at every site, it commutes with $D$ and preserves the zero end values. It therefore turns a lattice solution for $\kappa$ into one for $-\kappa$ at the same energy, unless it annihilates it. Its determinant $Z^2+\kappa^2E(E+2c^2)/c^2$ vanishes at the $1s$ energy but not at $n=2$. Applying $S$ afterwards returns to the original $\kappa$, and a smooth vector becomes an alternating one. Away from the grid ends the smooth $2s$ solution and its alternating partner therefore obey the same equations at the same energy and share one step error. The degeneracy is not exact. Since $STS=Z+\kappa M_1$, applying $ST$ twice multiplies by $\det T>0$, so eigenvectors can be chosen with $STv=\pm\sqrt{\det T}\,v$. These are equal mixtures of the smooth and the alternating vector, and nothing forces the two signs to one energy. The inner cutoff splits them by $9\times10^{-6}$ hartree with 400 sites and $r_{\min}=10^{-6}$ bohr, and by $7\times10^{-4}$ hartree at $10^{-5}$ bohr, a growth as $r_{\min}^{2\gamma}$.

The staggered scheme does not share these coincidences. At $N=500$ its $2s$ and $2p_{1/2}$ energies are $-299.8977$ and $-299.8352$ hartree; both extrapolate to $-299.8145$ hartree. Its $1s$ error on a finite grid is larger than that of the common-site scheme. What staggering buys is a correct set of states.

\subsection{Identifying the copy}

The model potential $V=-(Z/r)e^{-r/a_s}$, with $a_s=0.25$ bohr, lifts the $n=2$ degeneracy. Shooting solutions of the differential equations give $-147.118$ hartree for $2s$ and $-141.223$ hartree for $2p_{1/2}$. The common-site matrix for $\kappa=-1$ contains both. The staggered one contains only the first of them, and the second appears at $\kappa=+1$.

The neighbour correlation $\sum_ip_ip_{i+1}/\sum_ip_i^2$ is $0.9987$ for $2s$ and $-0.9993$ for the extra state. This is a practical diagnostic when the levels are well separated; for the nearly degenerate Coulomb pair it is close to zero for both states.

Smooth local operators hardly connect the two families, because their matrix elements are sums of a smooth function with alternating sign. Here $|\langle1s|r|2s\rangle|=0.01128$ bohr, against $7\times10^{-9}$ bohr for the copy. This remainder is set by the inner cutoff, which mixes the families slightly: it stays the same from 400 to 1600 sites and scales as $r_{\min}^{2\gamma}$, reaching $5\times10^{-7}$ bohr at $r_{\min}=10^{-5}$ bohr. Level counts and traces over the spectrum have no such protection.

\section{Sums over states in the Furry picture}

In the Furry picture the electron states are those of the external field, and sums over intermediate states include the negative-energy ones. The staggered eigenvectors supply a finite complete set. A check with a closed result uses $\partial H/\partial Z=-1/r$. Second-order perturbation theory gives
\begin{equation}
\sum_{n\ne1s}\frac{|\langle n|r^{-1}|1s\rangle|^2}{E_{1s}-E_n}=\frac12\frac{d^2E_{1s}}{dZ^2}.
\end{equation}
From $E_{1s}=c^2(\sqrt{1-Z^2\alpha^2}-1)$ and $c\alpha=1$,
\begin{align}
\frac{dE_{1s}}{dZ}&=-Z(1-Z^2\alpha^2)^{-1/2},\\
\frac12\frac{d^2E_{1s}}{dZ^2}&=-\frac12\left[\frac{1}{(1-Z^2\alpha^2)^{1/2}}+\frac{Z^2\alpha^2}{(1-Z^2\alpha^2)^{3/2}}\right]
=-\frac12(1-Z^2\alpha^2)^{-3/2}.
\end{align}
For $Z\alpha=0.350273$ this is $-0.60847$ a.u. The extrapolated sum has a positive-energy part of $-0.61404$ and a negative-energy part of $+0.00557$, together $-0.60847$ a.u. The second part is positive because $E_{1s}-E_n>0$ there. Omitting it changes the result by 0.9\% of the total.

This sum does not diagnose doubling. The identity holds for any matrix linear in $Z$ with a nondegenerate $1s$ eigenvalue, so a scheme with copies also passes if its $E_{1s}(Z)$ is accurate.

\section{Stability and failure modes}

\textbf{Rounding.} The largest couplings are of order $c/(r_{\min}h)$. For $r_{\min}=10^{-6}$ bohr and $h=0.0145$ this is about $10^{10}$ hartree; times a double-precision unit of $2\times10^{-16}$ it gives a rough upper scale of $2\times10^{-6}$ hartree for the rounding error, which grows as $1/(r_{\min}h)$. The common-site levels for $\kappa$ and $-\kappa$, equal in exact arithmetic, differ by at most $1.2\times10^{-9}$ hartree with 400 sites. This difference does not bound the rounding error, because the two matrices differ only in signs and can share much of it.

\textbf{Inner cutoff.} Near a point nucleus the solutions behave as $r^{\pm\gamma}$ with $\gamma=\sqrt{\kappa^2-Z^2\alpha^2}$. Setting one component to zero at $r_{\min}$ admixes the irregular solution with a relative coefficient of order $r_{\min}^{2\gamma}$. For $Z=48$ it raises the staggered $1s$ level by about $4\times10^{-5}$ hartree at $r_{\min}=10^{-6}$ bohr and $3\times10^{-3}$ hartree at $10^{-5}$ bohr, and the observed order 2.002 becomes 2.000 at $10^{-8}$ bohr. The cutoff therefore becomes harder to remove as $Z\alpha$ approaches $|\kappa|$, and the point-nucleus treatment fails there.

\textbf{Outer cutoff.} States that reach $r_{\max}$ are box states. High Rydberg levels and the discretized continuum depend on $r_{\max}$, so they serve in sums and are not individual physical levels.

\textbf{Interpolation.} Operators that mix $P$ and $Q$ at one radius need one component interpolated to the sites of the other. Using $\mu$ keeps second-order accuracy. Operators diagonal in the components, such as $r$ and $1/r$, need no interpolation.

The numerical output below lists the energies and checks in full.

\section*{Computed values}
\begin{verbatim}
nuclear charge Z: 48
speed of light c: 137.035999 a.u.
Z*alpha: 0.350273
grid ends: 1.0e-06 and 2.0 bohr
periodic test: 64 sites, h = 0.1, kappa = -1
  lowest modes, symmetric / staggered: 2 / 1
  symbol at theta=pi, symmetric: 1.0000
  symbol at theta=pi, staggered: 20.0000
exact Coulomb n=1, |kappa|=1: -1189.68464 hartree
exact Coulomb n=2, |kappa|=1: -299.81451 hartree
exact 1s in eV: -32372.97 eV
symmetric steps h: 0.036181 (400 sites), 0.018113 (800 sites)
  kappa=-1, 400 sites: -1189.6846 -299.9403 -299.9403 hartree
  kappa=-1, 800 sites: -1189.6846 -299.8460 -299.8460 hartree
  kappa=-1, extrapolated: -1189.685 -299.814 -299.814 hartree
  kappa=+1, 400 sites: -1189.6846 -299.9403 -299.9403 hartree
  kappa=+1, 800 sites: -1189.6846 -299.8460 -299.8460 hartree
  kappa=+1, extrapolated: -1189.685 -299.814 -299.814 hartree
largest kappa/-kappa difference: 1.2e-09 hartree
staggered steps h: 0.028988 (500 sites), 0.014501 (1000 sites)
  kappa=-1, 500 sites: -1189.80563 -299.89768 hartree
  kappa=-1, 1000 sites: -1189.71488 -299.83531 hartree
  kappa=-1, extrapolated: -1189.6846 -299.8145 hartree
  kappa=+1, 500 sites: -299.83518 hartree
  kappa=+1, 1000 sites: -299.81968 hartree
  kappa=+1, extrapolated: -299.8145 hartree
staggered 1s errors: -0.12099, -0.03024 hartree
observed order in h for 1s: 2.002
states above mid-gap, 400 sites per component:
  kappa=-1: 400, kappa=+1: 400
  kappa=+1 with the wrong end condition: 399
screening length a: 0.25 bohr
screened shooting 1s, 2s, 2p1/2: -1008.6204 -147.1177 -141.2230 hartree
screened staggered kappa=-1: -1008.6203 -147.1176 hartree
screened staggered kappa=+1: -141.2230 hartree
screened symmetric kappa=-1: -1008.620 -147.118 -141.223 hartree
neighbour correlation of p, same three states: 0.9995 0.9987 -0.9993
|<1s|r|2s>|: 0.011284 bohr
|<1s|r|copy>|: 7.4e-09 bohr
second-order sum, sites per component: 300, 600
  positive-energy part: -0.61404 a.u.
  negative-energy part: 0.00557 a.u.
  total: -0.60847 a.u.
  half second derivative of exact E(Z): -0.60847 a.u.
\end{verbatim}
